\section*{Mean number of surface hits in a blind cylindrical hole}

\section*{Question}

I am stuck on an exercise about gas transport into deep holes, of the kind coated by atomic layer deposition. A blind cylindrical hole has depth $L$ and diameter $d$, with $L/d=50$. Its walls and floor are inert, and the gas is so thin that molecules fly from surface to surface. I am asked to use equilibrium flux balance to show that molecules entering the hole average exactly 201 hits on the wall and floor before they escape.

Two things bother me. A molecule bouncing about in a tube performs something like a random walk, so I expected a number of order $(L/d)^2=2500$. On the other hand, a molecule that has just entered is close to the mouth and should often leave after a few bounces. How can a balance of fluxes, which knows nothing about individual trajectories, settle the average, and why would it be a whole number?

\section*{Answer}

Both of your pictures are right, but they describe different molecules. The average over all entrants is fixed by a ratio of areas. The assumptions come first, because the word ``exactly'' depends on them.

\subsection*{What is being averaged}

The hole is a straight circular cylinder with a flat floor. Molecules enter uniformly over the mouth, with the angular distribution of an equilibrium gas. They do not stick permanently or react. After each hit a molecule leaves in a random direction given by the cosine law: the probability of leaving within a solid angle $d\Omega$ at angle $\theta$ to the surface normal is $\cos\theta\,d\Omega/\pi$. Collisions between molecules are ignored for now.

A visit begins when a molecule crosses the mouth inward and ends when it next crosses outward. Crossing the mouth is not a hit, and a molecule that comes back later starts a new visit. Let $N$ be the mean number of hits per visit. It is an ensemble mean, not the count for a typical molecule.

\subsection*{The flux onto a surface}

Let the gas outside have number density $n$, temperature $T$ and molecular mass $m$. Its velocities are isotropic, so a fraction $d\Omega/4\pi$ of the molecules moves within $d\Omega$. A molecule of speed $v$ approaching a surface at angle $\theta$ to the normal has normal velocity $v\cos\theta$. The number arriving per unit area and time is therefore
\begin{align}
\Phi &= n\bar v\,\frac{1}{4\pi}\int_0^{2\pi}d\varphi\int_0^{\pi/2}\cos\theta\,\sin\theta\,d\theta \nonumber\\
&= n\bar v\,\frac{1}{4\pi}\,(2\pi)\,\frac12=\frac{n\bar v}{4},
\end{align}
where $\bar v=\sqrt{8k_BT/\pi m}$ is the mean speed. The angular integral stops at $\pi/2$ because molecules moving away do not arrive. The integrand also shows that arrivals are distributed as $\cos\theta\,d\Omega/\pi$. With the ideal-gas law $n=p/k_BT$,
\begin{equation}
\Phi=\frac{p}{4k_BT}\sqrt{\frac{8k_BT}{\pi m}}=\frac{p}{\sqrt{2\pi mk_BT}} .
\end{equation}

\subsection*{Why the flux is the same at every depth}

This step carries the argument. It is tempting to think that the floor, being hard to reach, receives less than the mouth. For inert walls in the steady state it does not.

Let $M$ be the mouth and $S$ the wall and floor together. A molecule leaving point $\mathbf r$ lands on an area $dA'$ at $\mathbf r'$ with probability $K(\mathbf r,\mathbf r')\,dA'$. Since $dA'$ subtends the solid angle $\cos\theta'\,dA'/|\mathbf r-\mathbf r'|^2$, the cosine law gives
\begin{equation}
K(\mathbf r,\mathbf r')=\frac{\cos\theta\cos\theta'}{\pi|\mathbf r-\mathbf r'|^2}=K(\mathbf r',\mathbf r).
\end{equation}
The angles are measured from the two inward normals. The cylinder is convex, so nothing blocks the line between the points. Every flight ends somewhere on the closed surface $S+M$, hence
\begin{equation}
\int_M K(\mathbf r,\mathbf r')\,dA'+\int_S K(\mathbf r,\mathbf r')\,dA'=1 .
\label{closure}
\end{equation}

Let $J(\mathbf r)$ be the steady flux arriving at a point of $S$. Some molecules come straight from the mouth, which supplies $\Phi$ per unit area. The rest come from other parts of $S$, which release as many molecules as they receive:
\begin{equation}
J(\mathbf r)=\Phi\int_M K(\mathbf r',\mathbf r)\,dA'+\int_S J(\mathbf r')K(\mathbf r',\mathbf r)\,dA' .
\label{balance}
\end{equation}
Try $J=\Phi$ everywhere. By the symmetry of $K$ and Eq.~\eqref{closure}, the right side becomes
\begin{equation}
\Phi\left[\int_M K(\mathbf r,\mathbf r')\,dA'+\int_S K(\mathbf r,\mathbf r')\,dA'\right]=\Phi ,
\end{equation}
so the uniform flux is a solution.

It is also the only bounded one. Let $q(\mathbf r)=\int_MK\,dA'$ be the probability that the next flight from $\mathbf r$ leaves the hole. Every point at finite depth sees the mouth, and $q$ tends to $1/2$ for wall points approaching the rim, so $q$ has a smallest value $q_{\min}>0$. The difference $D$ of two solutions obeys Eq.~\eqref{balance} without its source term. Therefore
\begin{equation}
\max|D|\le(1-q_{\min})\max|D| ,
\end{equation}
which forces $D=0$. The same $q_{\min}$ shows that $N$ is finite: the probability of still being inside after $k$ hits is at most $(1-q_{\min})^k$.

\subsection*{Counting the hits}

The mouth has area $A_M=\pi d^2/4$. The floor has the same area, and the wall has area $\pi dL$. In the steady state, molecules enter at the rate $\Phi A_M$ and hits occur at the rate $\Phi(\pi dL+\pi d^2/4)$.

Each hit belongs to one visit. Over a long time $t$ there are $\Phi A_Mt$ entries, and they account for $N\Phi A_Mt$ hits. Visits already under way at the start, or unfinished at the end, cause an error that on average does not grow with $t$: the mean number of molecules inside at any moment is finite, and each has on average at most $1/q_{\min}$ hits still to come. Equating the two hit rates gives
\begin{align}
N\,\Phi\,\frac{\pi d^2}{4}&=\Phi\left(\pi dL+\frac{\pi d^2}{4}\right),\nonumber\\
N&=\frac{\pi dL}{\pi d^2/4}+1=\frac{4L}{d}+1 .
\label{result}
\end{align}
For $L/d=50$,
\begin{equation}
N=4\times50+1=201 .
\end{equation}
Of these, 200 are wall hits and one is a floor hit. The whole number comes from the chosen aspect ratio: $L/d=50.1$ would give 201.4. As $L\to0$ the hole becomes a bare floor and $N\to1$, as it must.

The gas outside need not be in full equilibrium. Equation~\eqref{balance} is linear and contains no speeds. Divided by the entry rate $\Phi A_M$, it says that one entrant makes on average $1/A_M$ hits per unit area, anywhere in the hole. What matters is that entrants have the uniform, cosine-distributed entry law. Equilibrium is a convenient way to supply it.

\subsection*{Where your random walk went}

Divide the hole into wall rings of width $0.05d$, and compute the probability of each flight from the geometry. This gives the distribution of hits as well as its mean. For $L/d=50$ the median is 5 hits, and 91\,\% of visitors leave within 201. The standard deviation is about 1030, five times the mean. So your second picture describes the typical visitor.

Your random walk describes the few that get deep. About 2.53\,\% of entrants ever reach the floor. Since the mean number of floor hits over all entrants is one, those that reach it hit it on average
\begin{equation}
\frac{1}{0.0253}\approx39.5
\end{equation}
times. A molecule arriving at the floor makes on average about 4000 hits from then on, counting that arrival. Its direction of arrival does not matter, because the release is diffuse; the ring calculation treats the floor as a single patch and so ignores where on the floor it lands. The contribution of these molecules to the overall mean, from their first floor hit onward, is
\begin{equation}
0.0253\times4000\approx101 .
\end{equation}
Half of the 201 hits are thus made by one visitor in forty, after it has reached the floor. The other half are made in visits that never reach the floor, or before the first arrival there.

This also resolves the scaling. For $L/d=10$ the mean after reaching the floor is 192 hits, so making the hole five times deeper raises it by a factor of 21, not far from the 25 of a quadratic law. The chance of getting that deep falls as the hole deepens, and the average over all entrants stays linear in $L/d$.

Doubling the ring width to $0.1d$ changed the standard deviation, the chance of reaching the floor and the mean of about 4000 by less than 1\,\% each.

\subsection*{Following molecules one by one}

Equation~\eqref{result} can be tested without flux balance by tracing random trajectories in three dimensions. The criterion was agreement within four standard errors; the uncertainties below are one standard error.

For $L/d=50$, 20\,000 molecules gave $186.6\pm6.6$ hits, which is 2.2 sample standard errors below 201, or 2.0 if the error is taken from the standard deviation found above, $1030/\sqrt{20\,000}\approx7.3$. The floor hits, $0.87\pm0.05$ instead of 1, are low too. The two deficits are not independent, since molecules that reach the floor also make many wall hits. About $20\,000\times0.0253\approx506$ molecules are expected to carry more than half of all hits, so the sample mean converges slowly. This run is compatible with 201 but fixes the mean to no better than several per cent. The exact value rests on the derivation.

A shallow hole gives a sharper test. For $L/d=5$ the formula predicts 21 hits, and 50\,000 molecules gave $20.75\pm0.16$. The wall half nearer the mouth received $9.95\pm0.06$ hits and the deeper half $9.82\pm0.11$, where uniform flux predicts 10 each. The floor received $0.98\pm0.01$, against a predicted 1.

\subsection*{Path length and time from the same balance}

Flux balance also gives the mean path flown per visit. The hole has volume $V=\pi d^2L/4$ and contains $nV$ molecules, which together cover a distance $n\bar vV$ per unit time. Dividing by the entry rate gives the mean path
\begin{equation}
\ell=\frac{n\bar vV}{(n\bar v/4)A_M}=\frac{4V}{A_M}=4L .
\end{equation}
The traced value for $L/d=5$ was $19.77\pm0.15$ diameters, against a predicted 20.

If the entrants and the walls share the temperature $T$, the mean time in flight is the number of molecules present divided by the entry rate:
\begin{equation}
\tau=\frac{nV}{(n\bar v/4)A_M}=\frac{4L}{\bar v} .
\end{equation}
A molecule that rests on the wall before release stays longer, but makes no extra hits.

\subsection*{A hole in practical units}

Take trimethylaluminium vapour, with molecular mass 72.09\,u, above a hole 100\,nm wide and 5000\,nm deep at 473\,K and 0.1\,Torr. These are rough values, chosen for illustration. Suppose the surface is already saturated, so that it takes up no more of this vapour.

The mean speed is 372.7\,m/s and the flux is $1.902\times10^5$ per nm$^2$ per second. The mouth area is 7854\,nm$^2$, so the entry rate is
\begin{equation}
(1.902\times10^5)(7854)\ \mathrm{s^{-1}}=1.494\times10^9\ \mathrm{s^{-1}} .
\end{equation}
Multiplying by 201 gives $3.003\times10^{11}$ hits per second. The mean path is $4\times5000=20\,000$\,nm, or 20\,$\mu$m. A visit with $N$ hits has $N+1$ flights, the last one ending at the mouth, so the mean path per flight is $20\,000/202=99.0$\,nm. The mean flight time is $20\,\mu\mathrm m/(372.7\,\mathrm{m/s})=53.7$\,ns. The hole then holds about $(1.494\times10^9)(53.66\times10^{-9})\approx80$ molecules at any moment.

\subsection*{When 201 is no longer the answer}

\paragraph{Sticking.} Real deposition breaks the assumption of inertness while the surface is still reacting. Let each hit capture the molecule with a small probability $s$, the same everywhere. A molecule that would have made $k$ hits is captured with probability $1-(1-s)^k\le ks$, because the chance of at least one capture cannot exceed the sum of the separate chances. Averaging over $k$ gives
\begin{equation}
P_{\mathrm{capture}}\le Ns=201\,s .
\end{equation}
The ring calculation gives a capture of 0.196\,\% for $s=10^{-5}$, close to the bound of 0.201\,\%. For $s=10^{-3}$ it gives 6.8\,\%, far below the bound of 20.1\,\%. The bound is close when $ks\ll1$ even for the long visits. With some 4000 hits after reaching the floor, that already begins to fail at $s=10^{-4}$, where the capture is 1.6\,\% and the bound 2.0\,\%.

\paragraph{Shape.} A hole may narrow towards the floor. The proof of uniform flux used convexity and diffuse release, not the cylindrical shape, so $N$ is still the inner area divided by the mouth area. For mouth radius $r_1$ and floor radius $r_2$,
\begin{equation}
N=\frac{(r_1+r_2)\sqrt{L^2+(r_1-r_2)^2}+r_2^2}{r_1^2} .
\end{equation}
With $r_1=50$\,nm, $r_2=40$\,nm and $L=5000$\,nm this is $180.0+0.64\approx181$, a reduction of 10\,\% at fixed mouth and depth. For $L/d=5$ and the same ratio of radii, tracing gave $18.56\pm0.15$ hits, against 18.64 from the formula.

\paragraph{Molecular size.} The centre of a molecule of diameter $\sigma$ moves in a cylinder of diameter $d-\sigma$ and depth $L-\sigma/2$. With a rough $\sigma=0.6$\,nm,
\begin{equation}
N=\frac{4(4999.7)}{99.4}+1\approx202.2 .
\end{equation}

\paragraph{Gas collisions.} For hard spheres the mean free path is $\lambda=k_BT/(\sqrt2\,\pi\sigma^2p)$, here about 300\,$\mu$m. A visit with a 20\,$\mu$m path therefore has about 0.07 collisions on average. This counts the vapour alone; a nitrogen carrier gas at about 1\,Torr would raise it roughly tenfold. Even frequent collisions leave $N$ unchanged if the gas is dilute, at rest and in equilibrium with the walls: collisions then preserve the Maxwell distribution and the flux $n\bar v/4$ on every surface, so the counting is the same. A traced model with isotropic scattering at constant speed, and a free path of just one diameter, gave $20.93\pm0.22$ hits for $L/d=5$, again compatible with 21.

\paragraph{Reflection law.} Mirror reflection also turns an incoming cosine distribution into an outgoing one. A wall that reflects a fixed fraction of molecules like a mirror, the same at every angle of incidence, and releases the rest by the cosine law therefore keeps the equilibrium flux, and the mean with it. The fraction must be fixed: if it is $f(\theta)$, with flux-weighted average $\bar f$, cosine arrivals leave as $[f(\theta)+1-\bar f]\cos\theta\,d\Omega/\pi$, which is a cosine law only for constant $f$, and otherwise the argument for the area ratio fails. With half of the reflections mirror-like, the traced mean for $L/d=5$ was $21.13\pm0.12$. The distribution about the mean may differ.

\paragraph{Entry law.} This condition cannot be dropped. A beam along the axis sends every molecule straight to the floor, and the mean for $L/d=50$ becomes the roughly 4000 hits found above. For $L/d=10$, tracing such a beam gave $193.3\pm2.9$ hits, in agreement with the 192 of the ring calculation and far from the $4\times10+1=41$ of cosine entry. Your estimate of order $(L/d)^2$ belongs to this beam; the area ratio belongs to molecules that enter as an equilibrium gas does. The numerical output below lists the values used here.

\section*{Computed results}
\begin{verbatim}
Aspect ratio 50 (+- is one standard error)
flux-balance mean hits: 201.000000
traced molecules: 20000
traced mean hits: 186.63 +- 6.62
traced mean floor hits: 0.87 +- 0.05
ring-chain standard deviation of hits: 1026
ring-chain median hits: 5
share leaving within 201 hits: 91.0 %
share ever reaching floor: 2.53 %
floor hits per molecule reaching it: 39.5
axial-beam mean hits: 3993
Aspect ratio 5, traced
flux-balance mean hits: 21.00
diffuse walls: 20.75 +- 0.16
upper-half wall hits: 9.95 +- 0.06
lower-half wall hits: 9.82 +- 0.11
floor hits: 0.98 +- 0.01
mean path: 19.77 +- 0.15 diameters
half-specular walls: 21.13 +- 0.12
gas scattering, free path one diameter: 20.93 +- 0.22
tapered to 80 %, balance: 18.64
tapered to 80 %, traced: 18.56 +- 0.15
Aspect ratio 10, axial beam
traced hits: 193.30 +- 2.91
ring-chain hits: 191.98
Worked example
diameter: 100 nm
depth: 5000 nm
temperature: 473 K
pressure: 0.1 Torr
molecular mass: 72.09 u
rough molecular diameter: 0.6 nm
mouth and floor area, each: 7854 nm2
wall area: 1570796 nm2
mean speed: 372.7 m/s
one-sided flux: 1.902e+05 per nm2 per s
entry rate: 1.494e+09 per s
wall and floor hit rate: 3.003e+11 per s
mean path per visit: 20000 nm
mean path per flight: 99.01 nm
mean flight time per visit: 53.66 ns
mean molecules present: 80.2
Neglected effects
mean hits, floor 80 % of mouth diameter: 180.64
mean hits, finite molecular size: 202.20
gas mean free path: 306 um
gas collisions per visit: 0.065
sticking 1e-06: loss 0.020 %, bound 0.020 %
sticking 1e-05: loss 0.196 %, bound 0.201 %
sticking 1e-04: loss 1.596 %, bound 2.010 %
sticking 1e-03: loss 6.827 %, bound 20.100 %
\end{verbatim}
